# Mean-Field Instability of the Half-Filled Hubbard Ring and Its Critical U: a program that tests the result

```python
"""Mean-field stability of the half-filled Hubbard ring with N = 4n+2 sites.

Result under test: the uniform non-magnetic Hartree-Fock state is stable
if and only if U < Uc(N), with
    Uc = 1/chi0(pi) = 2 t N / sum_occ sec(k)
       = 2 pi t / [ln(4N/pi) + gamma + pi^2/(36 N^2) + ...].
t: hopping (eV), U: on-site repulsion (eV), k: wavevector times spacing,
chi0(q): static density response per site and per spin (1/eV), positive,
m: staggered moment, n_up(i) = 1/2 + (-1)^i m, n_down(i) = 1/2 - (-1)^i m,
Delta = U m: staggered mean field, alpha: linear mixing parameter.
"""
from itertools import combinations
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq

HARTREE = physical_constants["Hartree energy in eV"][0]
GAMMA = np.euler_gamma
t = 2.5
spacing = 1.5


def ring_matrix(N):
    h = np.zeros((N, N))
    for i in range(N):
        h[i, (i + 1) % N] -= t
        h[(i + 1) % N, i] -= t
    return h


def fill(N, v):
    """Density and hopping energy of N/2 same-spin electrons in potential v."""
    e, c = np.linalg.eigh(ring_matrix(N) + np.diag(v))
    n = np.sum(c[:, :N // 2] ** 2, axis=1)
    return n, np.sum(e[:N // 2]) - v @ n


def stagger(N):
    return (-1.0) ** np.arange(N)


def chi0(N, j):
    """Response at q = 2 pi j/N from the sum over momentum states."""
    label = np.arange(N)
    e = -2 * t * np.cos(2 * np.pi * label / N)
    f = (e < 0).astype(float)
    e2, f2 = np.roll(e, -j), np.roll(f, -j)
    use = f != f2
    return np.sum((f[use] - f2[use]) / (e2[use] - e[use])) / N


def occupied_k(N):
    n = (N - 2) // 4
    return 2 * np.pi * np.arange(-n, n + 1) / N


def u_crit(N):
    return 2 * t * N / np.sum(1 / np.cos(occupied_k(N)))


def u_log(N):
    return 2 * np.pi * t / (np.log(4 * N / np.pi) + GAMMA)


def scf(N, U, up, down, alpha, steps):
    for _ in range(steps):
        new_up, new_down = fill(N, U * down)[0], fill(N, U * up)[0]
        up = up + alpha * (new_up - up)
        down = down + alpha * (new_down - down)
    return up, down


def mean_field_energy(N, U, up, down):
    nu, ku = fill(N, U * down)
    nd, kd = fill(N, U * up)
    return ku + kd + U * nu @ nd


# --- Response of the diagonalized ring against the momentum sum, every q
N = 14
for j in range(1, N // 2 + 1):
    wave = np.cos(2 * np.pi * j * np.arange(N) / N)
    step = 1e-4
    dn = (fill(N, step * wave)[0] - fill(N, -step * wave)[0]) / (2 * step)
    assert abs(-(dn @ wave) / (wave @ wave) - chi0(N, j)) < 1e-6
assert abs(u_crit(N) * chi0(N, N // 2) - 1) < 1e-12

# --- The largest response is at q = pi, and Uc falls with ring size
for size in range(6, 103, 4):
    values = [chi0(size, j) for j in range(1, size // 2 + 1)]
    assert np.argmax(values) == size // 2 - 1
uc_list = np.array([u_crit(size) for size in range(6, 2003, 4)])
assert np.all(np.diff(uc_list) < 0)

# --- Logarithm, constant and first correction
for size in (50, 102, 202):
    rest = 2 * np.pi * t / u_crit(size) - np.log(4 * size / np.pi) - GAMMA
    assert abs(rest * size ** 2 / (np.pi ** 2 / 36) - 1) < 5e-3

# --- Away from 2k_F the response has a finite limit
s = np.sin(np.pi / 3)
chi_limit = np.log((1 + s) / (1 - s)) / (4 * np.pi * t * s)
assert abs(chi0(4002, 1334) / chi_limit - 1) < 1e-5
growth = chi0(4002, 2001) - chi0(402, 201)
assert abs(growth / (np.log(4002 / 402) / (2 * np.pi * t)) - 1) < 1e-4

# --- Energy change of determinants with a small staggered moment
U = 5.0
chi14, uc14 = chi0(N, N // 2), u_crit(N)
field = 0.004 * t * stagger(N)
nu, ku = fill(N, -field)
nd, kd = fill(N, field)
m_small = nu @ stagger(N) / N
k0 = fill(N, np.zeros(N))[1]
for U_try in (4.0, U):
    de = (ku + kd - 2 * k0 + U_try * (nu @ nd - N / 4)) / N
    assert abs(de / m_small ** 2 - (1 / chi14 - U_try)) < 2e-3 * U_try

# --- Hessian over all number-conserving determinants of the 6-site ring
n6 = 6
levels6, orb6 = np.linalg.eigh(ring_matrix(n6))
zero = np.zeros((n6, 3))
occ = np.block([[orb6[:, :3], zero], [zero, orb6[:, :3]]])
vir = np.block([[orb6[:, 3:], zero], [zero, orb6[:, 3:]]])
h_spin = np.kron(np.eye(2), ring_matrix(n6))
directions = np.zeros((72, 6, 6), complex)
for p in range(36):
    directions[p, p // 6, p % 6] = 1
    directions[p + 36, p // 6, p % 6] = 1j


def determinant_energy(z):
    """Hopping energy and interaction energy at U = 1 for rotations z."""
    x = occ + vir @ z
    xh = np.conj(np.swapaxes(x, -1, -2))
    rho = x @ np.linalg.inv(xh @ x) @ xh
    i = np.arange(n6)
    hop = np.einsum("ij,bji->b", h_spin, rho).real
    pair = rho[:, i, i] * rho[:, i + n6, i + n6]
    flip = np.abs(rho[:, i, i + n6]) ** 2
    return np.array([hop, np.sum(pair.real - flip, axis=1)])


d = 1e-3
hess = np.zeros((2, 72, 72))
for p in range(72):
    for sp in (1, -1):
        for sq in (1, -1):
            z = d * (sp * directions[p] + sq * directions)
            hess[:, p, :] += sp * sq * determinant_energy(z) / (4 * d * d)
hess = (hess + np.swapaxes(hess, 1, 2)) / 2


def curvatures(U_try):
    return np.linalg.eigvalsh(hess[0] + U_try * hess[1])


uc6 = u_crit(n6)
uc6_hess = brentq(lambda x: curvatures(x)[0], 0.5 * uc6, 1.5 * uc6)
assert abs(uc6_hess / uc6 - 1) < 1e-4
assert np.sum(curvatures(0.99 * uc6) < 0) == 0
unstable_modes = int(np.sum(curvatures(1.01 * uc6) < 0))
assert unstable_modes == 3

# --- Error multipliers of one mixed SCF step
multipliers = {}
seed = 1e-6 * stagger(N)
for alpha in (0.3, 1.0):
    for name, sign in (("spin", -1), ("charge", 1)):
        up, down = scf(N, U, 0.5 + seed, 0.5 + sign * seed, alpha, 1)
        ratio = (up - 0.5) @ seed / (seed @ seed)
        expected = 1 - alpha * (1 + sign * U * chi14)
        assert abs(ratio - expected) < 1e-6
        multipliers[name, alpha] = ratio
assert multipliers["spin", 0.3] > 1 and abs(multipliers["charge", 0.3]) < 1
assert multipliers["charge", 1.0] < -1

# --- Solutions on both sides of the threshold
start = 0.3 * stagger(N)
up, down = scf(N, 4.0, 0.5 + start, 0.5 - start, 0.6, 500)
m_below = abs((up - down) @ stagger(N)) / (2 * N)
assert m_below < 1e-8
up, down = scf(N, U, 0.5 + start, 0.5 - start, 0.6, 500)
m_above = (up - down) @ stagger(N) / (2 * N)
e14 = 2 * t * np.cos(occupied_k(N))
delta14 = brentq(lambda x: U / N * np.sum(1 / np.hypot(e14, x)) - 1, 1e-9, U)
assert abs(m_above - delta14 / U) < 1e-7
energy_broken = mean_field_energy(N, U, up, down)

# --- A spin-restricted run converges to the unstable solution
noise = np.random.default_rng(1).normal(size=N) * 0.05
noise -= noise.mean()
rup, rdown = scf(N, U, 0.5 + noise, 0.5 + noise, 0.3, 400)
assert np.max(np.abs(rup - rdown)) == 0
assert np.max(np.abs(rup - 0.5)) < 1e-9
energy_uniform = mean_field_energy(N, U, rup, rdown)
assert energy_broken < energy_uniform - 1e-4

# --- Rings with 4n sites: levels at zero energy, moment at tiny U
zero_levels = int(np.sum(np.abs(np.linalg.eigvalsh(ring_matrix(12))) < 1e-9))
assert zero_levels == 2
start = 0.3 * stagger(12)
up, down = scf(12, 0.25, 0.5 + start, 0.5 - start, 0.6, 200)
m_4n = (up - down) @ stagger(12) / 24
assert m_4n > 1 / 12

# --- Critical ring size by bisection on the exact sum
sizes = []
for U_try in (5.0, 2.5, 1.25):
    low, high = 1, 100000
    while high - low > 1:
        middle = (low + high) // 2
        if u_crit(4 * middle + 2) < U_try:
            high = middle
        else:
            low = middle
    first = 4 * high + 2
    estimate = np.pi / 4 * np.exp(2 * np.pi * t / U_try - GAMMA)
    assert 0 <= first - estimate < 4
    sizes.append((U_try, estimate, first))

# --- Mean field of the infinite chain at weak coupling
U_weak = 2.5


def gap_condition(x):
    integral = quad(lambda k: 1 / np.hypot(2 * t * np.sin(k), x),
                    0, np.pi / 2, points=[x / t, 10 * x / t], limit=200)[0]
    return U_weak / np.pi * integral - 1


delta_inf = brentq(gap_condition, 1e-3, 1.0)
delta_weak = 8 * t * np.exp(-2 * np.pi * t / U_weak)
assert abs(delta_inf / delta_weak - 1) < 1e-3
product = sizes[1][1] * delta_inf / t
assert abs(product / (2 * np.pi * np.exp(-GAMMA)) - 1) < 1e-3

# --- Exact ground state of the 6-site ring above the mean-field threshold
U6 = 1.5 * uc6
configs = list(combinations(range(n6), 3))
where = {c: a for a, c in enumerate(configs)}
hop = np.zeros((20, 20))
for a, c in enumerate(configs):
    for site in c:
        for target in ((site + 1) % n6, (site - 1) % n6):
            if target not in c:
                lo, hi = min(site, target), max(site, target)
                sign = (-1) ** sum(lo < x < hi for x in c)
                new = tuple(sorted(set(c) - {site} | {target}))
                hop[where[new], a] -= t * sign
filled = np.array([[float(i in c) for i in range(n6)] for c in configs])
H = np.kron(hop, np.eye(20)) + np.kron(np.eye(20), hop)
H += U6 * np.diag((filled @ filled.T).ravel())
e_exact, states = np.linalg.eigh(H)
weight = states[:, 0].reshape(20, 20) ** 2
local = weight.sum(axis=1) @ filled - weight.sum(axis=0) @ filled
exact_moment = np.max(np.abs(local))
assert e_exact[1] - e_exact[0] > 0.01 and exact_moment < 1e-9
start = 0.3 * stagger(n6)
up, down = scf(n6, U6, 0.5 + start, 0.5 - start, 0.5, 400)
m6 = (up - down) @ stagger(n6) / (2 * n6)
e6_broken = mean_field_energy(n6, U6, up, down)
e6_uniform = mean_field_energy(n6, U6, np.full(n6, .5), np.full(n6, .5))
assert e_exact[0] < e6_broken < e6_uniform and m6 > 0.1

# --- Numbers for the text
print(f"hopping t = {t:.2f} eV, spacing = {spacing:.2f} angstrom")
print(f"2k_F = {np.pi / spacing:.4f} 1/angstrom")
print("14-site ring, occupied |j|, denominator 4t cos k (eV):")
for j in range(4):
    print(f"  {j}  {4 * t * np.cos(2 * np.pi * j / 14):.4f}")
print(f"sum of sec k, 14 sites = {np.sum(1 / np.cos(occupied_k(14))):.5f}")
print(f"chi0(pi), 14 sites = {chi14:.5f} 1/eV")
print(f"Uc, 14 sites = {uc14:.4f} eV = {uc14 / HARTREE:.5f} hartree")
print("N, Uc exact sum (eV), Uc leading logarithm (eV), Uc/t:")
for size in (6, 10, 14, 18, 26, 50, 102, 1002, 10002):
    uc = u_crit(size)
    print(f"  {size:6d} {uc:.5f} {u_log(size):.5f} {uc / t:.5f}")
print("N, chi0(pi) (1/eV), chi0(2pi/3) (1/eV):")
for size in (42, 402, 4002):
    print(f"  {size:5d} {chi0(size, size // 2):.5f} {chi0(size, size // 3):.5f}")
print(f"infinite-chain chi0(2pi/3) = {chi_limit:.5f} 1/eV")
print("U (eV), estimated N*, first unstable 4n+2 ring, its length (angstrom):")
for U_try, estimate, first in sizes:
    print(f"  {U_try:.2f} {estimate:.2f} {first} {first * spacing:.1f}")
print(f"6 sites: Uc from numerical Hessian = {uc6_hess:.5f} eV")
print(f"6 sites: negative curvatures at 1.01 Uc = {unstable_modes}")
print(f"14 sites, U = {U:.2f} eV: U chi0(pi) = {U * chi14:.5f}")
for (name, alpha), value in multipliers.items():
    print(f"  {name} multiplier, alpha = {alpha:.1f}: {value:.5f}")
print(f"14 sites, U = 4 eV: final moment m = {m_below:.1e}")
print(f"14 sites, U = 5 eV: m = {m_above:.5f}, Delta = {delta14:.5f} eV")
print(f"  energy, uniform solution = {energy_uniform:.5f} eV")
print(f"  energy, broken-symmetry solution = {energy_broken:.5f} eV")
print(f"12 sites: zero-energy levels = {zero_levels}")
print(f"12 sites, U = 0.25 eV: m = {m_4n:.5f}, 1/N = {1 / 12:.5f}")
print(f"infinite chain, U = {U_weak:.2f} eV: Delta = {delta_inf:.6f} eV")
print(f"  weak-coupling formula for Delta = {delta_weak:.6f} eV")
print(f"  N* Delta/t = {product:.4f}")
print(f"6 sites, U = {U6:.2f} eV: uniform energy = {e6_uniform:.5f} eV")
print(f"  broken-symmetry energy = {e6_broken:.5f} eV, m = {m6:.5f}")
print(f"  exact energy = {e_exact[0]:.5f} eV")
print(f"  exact largest local n_up - n_down = {exact_moment:.1e}")
print(f"  exact gap to next state, Sz = 0: {e_exact[1] - e_exact[0]:.5f} eV")
print("PASS")
```

Printed output:

```
hopping t = 2.50 eV, spacing = 1.50 angstrom
2k_F = 2.0944 1/angstrom
14-site ring, occupied |j|, denominator 4t cos k (eV):
  0  10.0000
  1  9.0097
  2  6.2349
  3  2.2252
sum of sec k, 14 sites = 15.41550
chi0(pi), 14 sites = 0.22022 1/eV
Uc, 14 sites = 4.5409 eV = 0.16687 hartree
N, Uc exact sum (eV), Uc leading logarithm (eV), Uc/t:
       6 6.00000 6.01713 2.40000
      10 5.02802 5.03240 2.01121
      14 4.54088 4.54271 1.81635
      18 4.23396 4.23492 1.69358
      26 3.85256 3.85294 1.54102
      50 3.32028 3.32036 1.32811
     102 2.88549 2.88550 1.15420
    1002 2.03246 2.03246 0.81299
   10002 1.56620 1.56620 0.62648
N, chi0(pi) (1/eV), chi0(2pi/3) (1/eV):
     42 0.29008 0.09658
    402 0.43387 0.09681
   4002 0.58017 0.09681
infinite-chain chi0(2pi/3) = 0.09681 1/eV
U (eV), estimated N*, first unstable 4n+2 ring, its length (angstrom):
  5.00 10.20 14 21.0
  2.50 236.14 238 357.0
  1.25 126448.51 126450 189675.0
6 sites: Uc from numerical Hessian = 5.99999 eV
6 sites: negative curvatures at 1.01 Uc = 3
14 sites, U = 5.00 eV: U chi0(pi) = 1.10111
  spin multiplier, alpha = 0.3: 1.03033
  charge multiplier, alpha = 0.3: 0.36967
  spin multiplier, alpha = 1.0: 1.10111
  charge multiplier, alpha = 1.0: -1.10111
14 sites, U = 4 eV: final moment m = 3.1e-16
14 sites, U = 5 eV: m = 0.13534, Delta = 0.67671 eV
  energy, uniform solution = -27.43959 eV
  energy, broken-symmetry solution = -27.49966 eV
12 sites: zero-energy levels = 2
12 sites, U = 0.25 eV: m = 0.08595, 1/N = 0.08333
infinite chain, U = 2.50 eV: Delta = 0.037346 eV
  weak-coupling formula for Delta = 0.037349 eV
  N* Delta/t = 3.5275
6 sites, U = 9.00 eV: uniform energy = -6.50000 eV
  broken-symmetry energy = -7.79007 eV, m = 0.34988
  exact energy = -9.87615 eV
  exact largest local n_up - n_down = 2.2e-16
  exact gap to next state, Sz = 0: 2.14242 eV
PASS
```
